# Third-neighbour excursions in the migration of dopant–vacancy pairs in silicon

**Question.** A vacancy next to a dopant atom in silicon can exchange places with it, which moves the dopant by one bond. Why is repeated exchange not enough to carry the pair through the crystal, and why must the vacancy go out to a third-neighbour site between exchanges?

## An exchange leaves the vacancy behind the dopant

Take one substitutional dopant and one vacancy, bound by an attraction, on the diamond lattice of silicon. The vacancy moves by changing places with one of the four atoms bonded to the empty site. If that atom is silicon, the vacancy moves and the dopant stays. If it is the dopant, the dopant moves into the vacancy and the vacancy appears on the site just left.

A second exchange straight afterwards therefore returns the dopant to its starting place. However often this happens, the dopant visits just two sites. For lasting migration, the vacancy must reach a different first neighbour of the dopant, and it must do so without passing through the dopant, since that passage is the exchange itself.

## Where the vacancy can go

Measure positions from the dopant in units of \(a/4\), where \(a\) is the cubic lattice constant. The four first neighbours are at

\[
\begin{aligned}
\mathbf d_1&=(1,1,1), & \mathbf d_2&=(1,-1,-1),\\
\mathbf d_3&=(-1,1,-1), & \mathbf d_4&=(-1,-1,1).
\end{aligned}
\]

They obey \(\mathbf d_i\cdot\mathbf d_i=3\), \(\mathbf d_i\cdot\mathbf d_j=-1\) for \(i\ne j\), and \(\sum_i\mathbf d_i=0\). The lattice has two sublattices. Bonds leave sites of the dopant's sublattice along \(+\mathbf d_i\) and sites of the other along \(-\mathbf d_i\), so the steps of any walk alternate in sign.

From the first neighbour \(\mathbf d_i\), a hop that avoids the dopant leads to \(\mathbf d_i-\mathbf d_j\), with \(j\ne i\). Its squared length is \(3+3+2=8\), and it is a second neighbour. The next step is \(+\mathbf d_k\), with three kinds of outcome:

- If \(k=j\), the vacancy is back at \(\mathbf d_i\).
- If \(k=i\), it reaches \(2\mathbf d_i-\mathbf d_j\), of squared length \(12+3+4=19\), a fifth neighbour.
- If \(k\) differs from both, it reaches \(\mathbf d_i-\mathbf d_j+\mathbf d_k\), of squared length \(9+2(1-1+1)=11\), a third neighbour.

A second neighbour thus touches one first neighbour, the one from which the vacancy came. A vacancy confined to the first two shells can leave and return, but it returns to the same side of the dopant. Every route to another side must go at least as far as the third-neighbour distance.

The third neighbour opens the way because its position is unchanged when \(i\) and \(k\) are interchanged. It touches both \(\mathbf d_i-\mathbf d_j\) and \(\mathbf d_k-\mathbf d_j\), so the vacancy can continue:

\[
\mathbf d_i\to\mathbf d_i-\mathbf d_j\to
\mathbf d_i-\mathbf d_j+\mathbf d_k\to
\mathbf d_k-\mathbf d_j\to\mathbf d_k .
\]

These five sites and the dopant form a six-membered ring, with the third neighbour opposite the dopant. The vacancy goes round in four hops, through shells 1, 2, 3, 2, 1. A second exchange then leaves the dopant displaced by the difference of two bond vectors, a second-neighbour distance.

## Can the third neighbours be avoided?

In an open lattice they can, by a longer way through fifth neighbours. Close such a route into a circuit by adding the two bonds to the dopant. The circuit has equally many plus and minus steps. The sole linear relation among the \(\mathbf d_m\) is that their sum vanishes, so closure requires the excess of plus over minus steps to be the same for all four labels. The total excess is zero, so each label occurs equally often with either sign.

A route from side \(i\) to side \(l\ne i\) that avoids third neighbours starts \(+i,-j,+i\) and ends \(-l,+m,-l\), with \(j\ne i\) and \(m\ne l\). The minus steps must contain \(i\) at least twice, besides \(j,l,l\), so there are at least five. With exactly five, they are \(j,i,i,l,l\) in that order. The fourth step of the circuit is then \(-i\), which undoes the third, and a shortest route contains no such reversal. At least six steps of each sign are needed. The circuit

\[
+i-k+i-k+l-i+l-i+k-l+k-l
\]

attains this number, with \(k\) different from \(i\) and \(l\), and meets no third neighbour. Without its two bonds to the dopant it has ten hops.

The precise statement is therefore this: the vacancy must reach at least the third-neighbour distance, and if it is confined to the first three shells it must visit a third-neighbour site. The need comes from the diamond lattice. In a face-centred cubic crystal, first neighbours of the dopant touch one another, and one hop brings the vacancy to a new side.

## From the ring to a reorientation rate

Consider first a closed pair, whose vacancy stays within the first three shells. Let \(w_{12}\), \(w_{21}\) and \(w_{23}\) be the rates of single hops between the shells named, each to one particular site.

For fixed \(j\), the three second neighbours \(\mathbf d_i-\mathbf d_j\) are joined in pairs by three third neighbours. From a third neighbour, the vacancy goes to either adjoining second neighbour with probability one half. A second neighbour has two such exits, so the effective rate to each of the other two second neighbours is \(w_{23}/2\).

Let \(h_s\) be the probability that an excursion ends on its original side, when the vacancy is at the second neighbour touching that side. Let \(h_o\) be the same probability from either of the other two. Weighting the next event by its rate gives

\[
\begin{aligned}
(w_{21}+w_{23})h_s&=w_{21}+w_{23}h_o,\\
(w_{21}+w_{23})h_o&=\tfrac12w_{23}h_s+\tfrac12w_{23}h_o .
\end{aligned}
\]

The second line gives \(h_o=w_{23}h_s/(2w_{21}+w_{23})\). Put this into the first and multiply by \(2w_{21}+w_{23}\). The factor of \(h_s\) becomes

\[
(w_{21}+w_{23})(2w_{21}+w_{23})-w_{23}^2
=w_{21}(2w_{21}+3w_{23}),
\]

so that \(h_s=(2w_{21}+w_{23})/(2w_{21}+3w_{23})\). The probability of ending on a different side is

\[
r=1-h_s=\frac{2w_{23}}{2w_{21}+3w_{23}} .
\]

A first neighbour has three exits to the second shell. While the vacancy is in the first shell, successful excursions therefore start at the rate

\[
k=3w_{12}r,
\]

shared equally among the three other sides by symmetry. If the third shell is closed, \(w_{23}=0\) and \(k=0\).

## From reorientation to diffusion

Let \(w_x\) be the rate of exchange with the dopant. An exchange along \(\mathbf d_i\) puts the dopant on the other sublattice, with the vacancy at \(-\mathbf d_i\) from it. The side label \(i\) is kept. If the next exchange occurs from side \(m\), the dopant moves by \(-\mathbf d_m\). The cosine between the two jumps is \(-\mathbf d_i\cdot\mathbf d_m/3\), which is \(-1\) for the same side and \(+1/3\) for another.

Let \(S\) be the probability that the next exchange occurs from the present side, and \(T\) the probability that it occurs from one particular other side. Then

\[
\begin{aligned}
(w_x+k)S&=w_x+kT,\\
(w_x+k)T&=\tfrac13kS+\tfrac23kT .
\end{aligned}
\]

The second line gives \(T=kS/(3w_x+k)\). Substitution into the first, with \((w_x+k)(3w_x+k)-k^2=w_x(3w_x+4k)\), gives

\[
S=\frac{3w_x+k}{3w_x+4k},\qquad
c=-S+\frac{1-S}{3}=-\frac{3w_x}{3w_x+4k},
\]

where \(c\) is the mean cosine between successive jumps.

The three other sides are equally likely and lie symmetrically about the last jump \(\mathbf u\), so the mean next jump is \(c\,\mathbf u\). After each exchange the future depends on the current side alone. Jumps separated by \(s\) exchanges thus have mean scalar product \(L^2c^s\), where \(L=\sqrt3a/4\) is the bond length. After many exchanges, \(N\) in number,

\[
\langle R^2\rangle=NL^2\Bigl(1+2\sum_{s=1}^{\infty}c^s\Bigr)
=NL^2f,\qquad
f=\frac{1+c}{1-c}=\frac{2k}{3w_x+2k}.
\]

The exchanges occur at the mean rate \(p_1w_x\), where \(p_1\) is the equilibrium probability that the vacancy is in the first shell. Since \(D=\langle R^2\rangle/6t\) at long times,

\[
D=\frac{L^2p_1w_xf}{6}
=\frac{L^2p_1w_xk}{3(3w_x+2k)} .
\]

This is the diffusivity of the dopant while it is paired. If \(k=0\), it vanishes for any exchange rate.

When \(k\gg w_x\), the vacancy forgets its side between exchanges, \(f\to1\), and \(D\to L^2p_1w_x/6\). When \(w_x\gg k\), exchange is no longer the bottleneck and

\[
D\to\frac{L^2p_1k}{9}.
\]

The factor has a direct meaning. The dopant shuttles along one bond until the vacancy changes side, and then shuttles along another. The midpoint of its motion shifts by \((\mathbf d_k-\mathbf d_i)/2\), up to sign, whose squared length is \(8/4=2\), or \(2L^2/3\). Rapid shuttling makes the sign random. Such shifts at the rate \(p_1k\) give \(6D=2L^2p_1k/3\), the same result.

## Numbers for an antimony-like pair

Take a lattice constant of 0.543 nm, so \(L=0.2351\) nm, and a temperature of 1200 K, where \(k_BT=0.1034\) eV. Let the vacancy energy \(E_n\) be −1.20, −0.70, −0.40 and −0.20 eV in shells 1, 2, 3 and 5, and zero elsewhere. The barrier of a hop from \(A\) to \(B\) is taken as \(0.40\ \text{eV}+(E_B-E_A)/2\), which gives both directions the same saddle energy. The dopant exchange barrier is 0.30 eV and every attempt frequency is 10 THz. These are round model values.

The barriers for \(w_{12}\), \(w_{21}\) and \(w_{23}\) are 0.65, 0.15 and 0.55 eV. The rates, each the attempt frequency times a Boltzmann factor, are

\[
\begin{aligned}
w_{12}&=1.863\times10^{10}\ \text{s}^{-1}, &
w_{21}&=2.344\times10^{12}\ \text{s}^{-1},\\
w_{23}&=4.899\times10^{10}\ \text{s}^{-1}, &
w_x&=5.496\times10^{11}\ \text{s}^{-1}.
\end{aligned}
\]

Hence

\[
r=\frac{2(4.899\times10^{10})}
{2(2.344\times10^{12})+3(4.899\times10^{10})}=0.0203,
\]

and \(k=3w_{12}r=1.13\times10^9\ \text{s}^{-1}\). About one excursion in fifty changes the side. There are \(w_x/k\approx485\) exchanges per reorientation, and \(f=1.37\times10^{-3}\): almost all exchanges are undone.

Shells 1, 2 and 3 have 4, 12 and 12 sites, so

\[
p_1=\frac{1}{1+3e^{-(E_2-E_1)/k_BT}+3e^{-(E_3-E_1)/k_BT}}=0.9755 .
\]

With \(L=2.351\times10^{-8}\) cm,

\[
\begin{aligned}
D&=\frac{(2.351\times10^{-8})^2(0.9755)(5.496\times10^{11})
(1.371\times10^{-3})}{6}\ \text{cm}^2/\text{s}\\
&=6.8\times10^{-8}\ \text{cm}^2/\text{s}
=6.8\times10^{-12}\ \text{m}^2/\text{s}.
\end{aligned}
\]

The fast-exchange limit is 0.14% above the full formula. A lower exchange barrier, with all else fixed, would hardly speed up the pair.

The highest saddle on the ring lies between shells 2 and 3, at \(0.40+(-0.70-0.40)/2+1.20=1.05\) eV above the first-shell energy. The slope of \(-\ln D\) against \(1/k_BT\), evaluated numerically at 1200 K, is 1.02 eV. It is slightly lower because \(p_1\) falls on heating, as does the correction factor \(1/[1+3w_{23}/(2w_{21})]\) in \(k\).

## What happens when the pair may break up

Geometry demands that the vacancy go out at least to the third-neighbour distance, but attraction there is a separate matter. It helps the vacancy to complete the ring before it is lost.

To measure this, the outward hops were restored and the linear equations for the vacancy's return probabilities solved on finite clusters with absorbing edges. The result was extrapolated in the inverse cluster radius. The pair makes about 165 reorientations per escape; enlarging the clusters changed this by 0.4%. With the attraction removed beyond the second shell, and the first two energies and the temperature held fixed, the number is about 30. Migration is still possible, but the vacancy changes sides fewer times before the pair dissociates. This is a count, not a lifetime: removing the attraction also slows the outward hops from the second shell, and the pair in fact lives slightly longer, about 0.18 µs instead of 0.15 µs. The count falls because the chance that an excursion changes side drops from 0.020 to 0.003, while the chance of escape changes little, from \(1.2\times10^{-4}\) to \(1.0\times10^{-4}\). These chances depend only on the saddle energies, so the attraction helps here because the barrier rule lowers the saddle between shells 2 and 3 along with \(E_3\); a deeper third-shell site with unchanged saddles would leave the count as it is.

If \(n\) reorientations precede escape, the pair lives for about \(n/(p_1k)\). Using the closed-pair diffusivity as an estimate, the root-mean-square range is

\[
\sqrt{\frac{6Dn}{p_1k}}\approx L\sqrt{\frac{2n}{3}}
\approx2.5\ \text{nm}.
\]

Fifth neighbours reached from the second shell are dead ends if the vacancy may go no farther. They return it to the same second neighbour, so they leave \(r\) unchanged and merely reduce \(p_1\). Here they lower \(D\) by 0.018%.

## How far the model resembles antimony in silicon

Antimony is a large donor that diffuses in silicon mainly with vacancies, and 1200 K is a realistic furnace temperature. The energies above are illustrative, not computed properties of antimony, and they leave out the charge state of the pair, which depends on the doping. An error of one \(k_BT\), about 0.10 eV, in the ring saddle changes \(D\) by a factor of about \(e\), so the result is an order of magnitude at best. The measured diffusivity of antimony should not be compared directly with this \(D\): it is an average over all dopants, and each is paired for only a small fraction of the time.

The model also assumes that the dopant sits on a lattice site. Next to a vacancy, an atom as large as antimony may instead relax towards the middle of the bond, the split-vacancy position. A separate exchange barrier then loses its meaning, and the two wells between which the dopant shuttled merge into one. The fast-exchange limit does not describe this, because it still counts two wells. The single well can be left at either end, so it has twice as many exits to the second shell. With the same well energy, attempt frequency and saddle energies, this alone would nearly double \(D\); the accompanying change in the ring energies could matter much more.

The hop from shell 2 to shell 1 has a barrier of just \(1.45k_BT\), so treating it as a rare, memoryless event is doubtful. To leading order \(k\approx3w_{12}w_{23}/w_{21}\), and the attempt frequency of that link cancels, but memory of the previous hop could still alter \(r\). Tunnelling is minor: with 10 THz also taken as the saddle frequency \(\nu\), its leading correction \((h\nu/k_BT)^2/24\) raises a hop rate by 0.7%.
